# Dipolar anisotropy of a square monolayer and its continuum estimate

## Problem

Identical magnetic moments of magnitude $m$ sit on an infinite square lattice of spacing $a$ in the plane $z=0$. Strong exchange keeps them parallel, along a common unit vector $\mathbf n$ at angle $\theta$ to the film normal. They are treated as classical point dipoles, and only their magnetostatic interaction is considered. Let $K$ be the energy per atom for perpendicular moments minus that for in-plane moments, so that $K>0$ means the plane is preferred. Use

$$e_0=\frac{\mu_0m^2}{4\pi a^3}$$

as the unit of energy.

(a) Find the energy per atom as a function of direction, and express $K$ through one lattice sum $S$.

(b) Evaluate $S$ by hand to better than one part in a thousand.

(c) Compare $K$ with the estimate for a uniformly magnetized continuum film of thickness $t$ carrying the same moment per area. What is the ratio for $t=a$?

(d) Explain the difference by relating the monolayer to a thick simple cubic film.

(e) How does the difference change for $N$ simple cubic layers, and for a monolayer assigned the layer spacing of an fcc (001) film?

(f) Evaluate the results for a cobalt-like layer with $m=1.8\,\mu_B$ and $a=0.25$ nm, and estimate the main effects left out.

## Solution

### (a) Angular dependence

Two parallel dipoles separated by $\mathbf r$ have the energy

$$U(\mathbf r)=\frac{\mu_0m^2}{4\pi r^3}\left[1-3(\mathbf n\cdot\hat{\mathbf r})^2\right].$$

Side by side they repel energetically ($U>0$); head to tail they attract ($U<0$). Each atom is assigned half of every pair energy in which it takes part, so that no pair is counted twice.

From here to the end of part (e), lengths are in units of $a$. With the reference atom at the origin and $\mathbf r=(x,y,0)$,

$$\frac{E}{e_0}=\frac12{\sum}'\left[\frac1{r^3}-\frac{3(n_xx+n_yy)^2}{r^5}\right],$$

where the prime omits the origin. A ring of radius $r$ holds about $2\pi r\,dr$ sites, each contributing at most of order $r^{-3}$. The sum therefore converges absolutely, and its value does not depend on the shape of the growing region.

Define

$$S={\sum}'\frac1{r^3}={\sum_{i,j}}'\frac1{(i^2+j^2)^{3/2}}.$$

Exchanging $x$ and $y$ maps the lattice onto itself, so $\sum' x^2/r^5=\sum' y^2/r^5$. These two sums add up to $S$, hence each is $S/2$. Reflection $x\to-x$ gives $\sum' xy/r^5=0$. Since $n_x^2+n_y^2=\sin^2\theta$,

$$\frac{E}{e_0}=\frac12\left[S-\frac32S\sin^2\theta\right]=-\frac S4+\frac{3S}4\cos^2\theta .$$

All in-plane directions have the same energy in this model. The perpendicular energy is $S/2$, the in-plane energy is $-S/4$, and

$$K=\frac34S\,e_0 .$$

### (b) The lattice sum

Sum explicitly over $|i|,|j|\le L$. The remaining sites each own a unit cell, and these cells fill the region outside a square of half-side $h=L+\tfrac12$. To replace their sum by an integral, expand $f=r^{-3}$ about the centre of a cell. Linear terms and the mixed second-order term average to zero, while the mean square of each coordinate offset is $1/12$. Thus

$$\int_{\rm cell}f\,d^2r\simeq f_{\rm centre}+\frac1{24}\nabla^2f .$$

To this order, therefore,

$$\sum_{\rm outside}f\simeq\int_{\rm outside}f\,d^2r-\frac1{24}\int_{\rm outside}\nabla^2f\,d^2r .$$

In two dimensions $\nabla^2r^{-3}=9r^{-5}$. The outside region consists of eight equal wedges, in which $0<\varphi<\pi/4$ and $r>h/\cos\varphi$. The first integral is

$$8\int_0^{\pi/4}d\varphi\int_{h/\cos\varphi}^\infty\frac{dr}{r^2}=\frac8h\int_0^{\pi/4}\cos\varphi\,d\varphi=\frac{4\sqrt2}h .$$

The second needs

$$\int_{\rm outside}\frac{d^2r}{r^5}=\frac8{3h^3}\int_0^{\pi/4}\cos^3\varphi\,d\varphi=\frac8{3h^3}\,\frac5{6\sqrt2}=\frac{20}{9\sqrt2\,h^3},$$

because $\int\cos^3\varphi\,d\varphi=\sin\varphi-\tfrac13\sin^3\varphi$. Multiplying by $9/24$ gives

$$S\simeq\sum_{|i|,|j|\le L}{}^{\!\!\!\!\prime}\frac1{r^3}+\frac{4\sqrt2}h-\frac5{6\sqrt2\,h^3}.$$

For $L=3$ the explicit part is

$$4\left(1+\frac1{2^3}+\frac1{3^3}\right)+4\left(\frac1{2^{3/2}}+\frac1{8^{3/2}}+\frac1{18^{3/2}}\right)+8\left(\frac1{5^{3/2}}+\frac1{10^{3/2}}+\frac1{13^{3/2}}\right)=7.43072 .$$

The three groups are the sites on the axes, on the diagonals, and elsewhere. With $h=3.5$,

$$S\simeq7.43072+1.61624-0.01374=9.03322 .$$

The same procedure gives 9.01086 for $L=1$ and 9.03156 for $L=2$. A much larger direct sum, extrapolated in size, gives $S=9.033622$, so the $L=3$ result is low by less than one part in ten thousand. The anisotropy is $K=6.7752\,e_0$.

### (c) The continuum film

Restore $a$ for this comparison. The same moment per area requires $M=m/(a^2t)$.

For perpendicular magnetization the two faces carry magnetic charge densities $+M$ and $-M$. Each sheet produces a field of magnitude $M/2$ on either side. The two fields cancel outside the film and add inside, giving $\mathbf H=-\mathbf M$. The magnetostatic energy density is

$$-\frac{\mu_0}2\mathbf M\cdot\mathbf H=\frac{\mu_0M^2}2,$$

where the factor $1/2$ again prevents double counting. For in-plane magnetization the charges lie on edges infinitely far away, and the field and energy density vanish. One atom occupies the volume $a^2t$, so

$$K_c=\frac{\mu_0M^2}2a^2t=\frac{\mu_0m^2}{2a^2t}=2\pi\frac at\,e_0 .$$

The ratio is

$$\frac K{K_c}=\frac{3S}{8\pi}\,\frac ta .$$

For $t=a$ this equals 1.078. The discrete lattice has a perpendicular-minus-in-plane energy 7.8 percent larger than the continuum value.

The condition on $t$ is essential. The dipole sum contains no thickness, whereas the continuum energy at fixed moment per area varies as $1/t$. A monolayer has no unique thickness, so the excess belongs to the choice $t=a$. The two descriptions would agree for $t=a/1.078$.

The separate energies should not be compared in the same way. The lattice gives $4.5168\,e_0$ and $-2.2584\,e_0$; the continuum gives $2\pi e_0$ and zero. The continuum energy includes the action of each small volume on itself, which the sum over distinct dipoles leaves out. A contribution that is the same for all directions drops out of $K$.

### (d) Where the excess comes from

Set $a=1$ again and consider the field of one layer at height $z\ne0$ above a lattice site. For perpendicular moments the relevant sum is

$$D_z(z)=\sum_{\rm layer}\frac1{r^3}\left(1-\frac{3z^2}{r^2}\right)=-\frac{\partial^2}{\partial z^2}\sum_{\rm layer}\frac1r .$$

The sum of $1/r$ is the potential of a periodic layer of unit charges. Away from the layer it obeys Laplace's equation, so its Fourier component with in-plane reciprocal vector $\mathbf G\ne0$ has the form $A_Ge^{-G|z|}$. The charge density has Fourier coefficient 1, since there is one unit charge per unit area. Poisson's equation, $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, then fixes the jump in slope at $z=0$:

$$-2GA_G=-4\pi,\qquad A_G=\frac{2\pi}G .$$

The component $\mathbf G=0$ is linear in $|z|$, apart from an infinite constant, and disappears on double differentiation. This agrees with the direct integral over a uniform sheet,

$$\int_0^\infty2\pi\rho\,d\rho\left[\frac1{r^3}-\frac{3z^2}{r^5}\right]=2\pi\left(\frac1{|z|}-\frac1{|z|}\right)=0,\qquad r^2=\rho^2+z^2 .$$

Above a site every phase factor is 1. Therefore

$$D_z(n)=-2\pi g_n,\qquad g_n=\sum_{\mathbf G\ne0}G\,e^{-nG},$$

for a layer $n$ spacings away. A smooth sheet has no outside field; the atomic structure produces one that decays exponentially.

Now take an atom deep inside a simple cubic film with perpendicular moments. Summing layer by layer gives

$$T_z=S+2\sum_{n=1}^\infty D_z(n)=S-4\pi\sum_{\mathbf G\ne0}\frac G{e^G-1},$$

where the factor 2 counts layers above and below, and the geometric series $\sum_{n\ge1}e^{-nG}=1/(e^G-1)$ has been used.

The same quantity can be found another way. Draw a large sphere of radius $R_0$ around the atom. Inside it, cubic symmetry makes the sums of $x^2/r^5$, $y^2/r^5$ and $z^2/r^5$ equal, so each is one third of the sum of $1/r^3$, and the dipole sum vanishes. Outside it, the summand varies slowly and the sum tends to an integral as $R_0$ grows. Let the film occupy $|z|<H$, with $H>R_0$, and put $u=z/r$. At given $u$ the radius runs from $R_0$ to $H/|u|$, so

$$T_z=2\pi\int_{-1}^1du\,(1-3u^2)\ln\frac H{R_0|u|} .$$

Because $\int_{-1}^1(1-3u^2)\,du=0$, the dependence on $H/R_0$ drops out. With $\int_0^1\ln u\,du=-1$ and $\int_0^1u^2\ln u\,du=-1/9$,

$$T_z=-4\pi\left(-1+\frac39\right)=\frac{8\pi}3 .$$

Equating the two results gives

$$S=\frac{8\pi}3+4\pi\sum_{\mathbf G\ne0}\frac G{e^G-1},$$

and hence, for $t=a$,

$$\frac K{K_c}=\frac{3S}{8\pi}=1+\frac32\sum_{\mathbf G\ne0}\frac G{e^G-1} .$$

Every term in the sum is positive, so the lattice value must exceed the continuum value. The four shortest vectors, with $G=2\pi$, contribute 7.053 percent. The next four, with $G=2\pi\sqrt2$, contribute 0.738 percent. Together they supply nearly all of the 7.83 percent.

The physical reading follows from the contribution of the neighbours to the anisotropy. For moments along $x$, let $D_x$ be the corresponding layer sum. The three directional sums add to zero, since $3-3(x^2+y^2+z^2)/r^2=0$, and $D_x=D_y$ by symmetry. Thus $D_x(n)=-D_z(n)/2=\pi g_n$, and

$$D_z(n)-D_x(n)=-3\pi g_n .$$

In a simple cubic film the neighbouring layers lower the anisotropy per atom. Deep inside a thick film they lower it to the continuum value $2\pi e_0$. A monolayer has no such neighbours and keeps the full excess.

### (e) More layers and another stacking

In an $N$-layer simple cubic film there are $N-n$ pairs of layers separated by $n$ spacings. Each pair contributes $-3\pi g_n$ per column of atoms: both layers feel the other, and the factor $1/2$ for pair energies cancels this factor of 2. The average anisotropy per atom is therefore

$$\frac{K_N}{e_0}=\frac{3S}4-3\pi\sum_{n=1}^{N-1}\left(1-\frac nN\right)g_n .$$

Part (d) also gives $3S/4=2\pi+3\pi\sum_{n\ge1}g_n$. Substitution yields

$$\frac{K_N}{e_0}-2\pi=\frac{3\pi}N\sum_{n=1}^\infty\min(n,N)\,g_n .$$

The leading part of $g_n$ falls by a factor $e^{-2\pi}$, about 0.002, for each further layer. The term $n=1$ therefore dominates, and the relative excess falls nearly as $1/N$. It is 7.83 percent for one layer, 3.92 percent for two, 1.96 percent for four and 0.78 percent for ten. The missing neighbours belong to the two surfaces, whose effect is shared among all layers.

For fcc (001) layers, let $a$ remain the side of the square surface lattice, which is the nearest-neighbour distance. The layer spacing is then $a/\sqrt2$. If this is taken as $t$, part (c) gives

$$\frac K{K_c}=\frac{3S}{8\pi\sqrt2}=0.7625 .$$

The continuum now overestimates the monolayer anisotropy. The dipole sum has not changed; the same moment has been assigned to a thinner film.

The neighbouring layers explain the change of sign. Adjacent fcc layers are shifted by half a lattice spacing along both in-plane axes, which multiplies each Fourier component by $e^{i\mathbf G\cdot\mathbf s}$ with $\mathbf s=(\tfrac12,\tfrac12)$. For the four shortest vectors this factor is $-1$. Their contribution is reversed, so that adjacent layers raise the anisotropy. A direct sum including six layers on each side gives 1.0000 times the continuum value for an atom deep in the film.

### (f) A cobalt-like monolayer

The inputs $m=1.8\,\mu_B$ and $a=0.25$ nm are rough typical values for a cobalt layer with a square surface lattice. They give $e_0=11.13$ μeV. For $t=a$ the assigned magnetization is

$$M=\frac m{a^3}=1068\ \text{kA/m}.$$

The lattice and continuum anisotropies are

$$K=6.7752\times11.13\ \text{μeV}=75.4\ \text{μeV per atom},$$

$$K_c=6.2832\times11.13\ \text{μeV}=69.9\ \text{μeV per atom}.$$

Divided by the area $a^2$, these are 0.193 and 0.179 mJ/m². The difference is about 5.5 μeV per atom.

A perpendicular applied field $B$ adds $-mB\cos\theta$ to the energy. Minimizing $K\cos^2\theta-mB\cos\theta$ with respect to $\cos\theta$ gives $\cos\theta=mB/2K$, until the moment becomes perpendicular at

$$B_{\rm sat}=\frac{2K}m=1.448\ \text{T}.$$

The continuum value, $2K_c/m=\mu_0M$, is 1.343 T.

**Relation to real films.** Bulk cobalt has a magnetization of roughly 1400 kA/m, so the value 1068 kA/m is low. The reason is the choice $t=a$, which gives each atom $\sqrt2$ times its volume in fcc stacking. With the fcc volume the same rough inputs give 1511 kA/m, somewhat above the bulk value. With the fcc spacing, 0.177 nm, the continuum estimate rises to 98.9 μeV per atom, while the lattice result stays at 75.4 μeV. For such a layer the 8 percent excess becomes a deficit of about 24 percent relative to the continuum.

Spin-orbit coupling adds an anisotropy that depends on the interfaces and may have either sign. A rough size of 0.1 meV per atom is 1.3 times the dipolar $K$. It can therefore reverse the preferred direction, and the dipolar result alone does not predict the easy axis of a device.

Finite size matters less at the centre of a large disc. The missing part of $S$ is $\int_R^\infty2\pi r\,dr/r^3=2\pi/R$, with $R$ in lattice spacings. For a radius of 50 nm this is 0.35 percent of $S$. Atoms near the edge need a separate sum.

Temperature has a larger effect. Take spin waves of energy $w=\Delta+Dk^2$, with a rough stiffness $D=4$ meV nm² and a gap of order $\Delta=2\mu_BB_{\rm sat}=0.168$ meV. Since $k\,dk=dw/2D$, their number per atom is

$$\nu=\frac{a^2}{4\pi D}\int_\Delta^\infty\frac{dw}{e^{w/k_BT}-1}=-\frac{a^2k_BT}{4\pi D}\ln\left(1-e^{-\Delta/k_BT}\right).$$

At 300 K, where $k_BT=25.85$ meV, this gives $\nu=0.16$. Each spin wave removes $2\mu_B$, leaving a fraction 0.82 of the moment. This figure depends strongly on $D$, and 4 meV nm² is of bulk size. With nearest-neighbour exchange a square monolayer has half the stiffness of the fcc bulk, and $D=2$ meV nm² would leave only 0.64. At such losses non-interacting spin waves are no longer reliable, and a real monolayer may be near or above its ordering temperature at 300 K. An easy-plane film has a softer spectrum than this one, because turning the moments within the plane costs little energy. For the same $D$ and $\Delta$ its thermal loss is larger, so 0.82 is an upper estimate of the fraction left. If the easy plane came from a local anisotropy and nothing fixed the direction within it, the loss would grow with the logarithm of the film size. Here the anisotropy is dipolar, and its long range adds to the in-plane mode an energy $(2\mu_B/m)\,2\pi e_0\,ka\sin^2\varphi$, with $\varphi$ the angle between $\mathbf k$ and the moments. This term cuts off the logarithm. With $D=4$ meV nm² and wavevectors above $2\pi$ divided by the film size, the fraction left is about 0.78 for a 100 nm film and 0.71 for 1 μm, and it levels off near 0.64 for very large films.

If the moments fluctuate independently, each pair energy contains the product of two mean moments, and $K$ is multiplied by $0.82^2\simeq0.67$. If neighbours tilt together by a small angle $\delta$, with the tilts spread equally around the mean direction, the mean moment falls as $1-\langle\delta^2\rangle/2$ and the anisotropy as $1-3\langle\delta^2\rangle/2$. To leading order this is a cube law, with a factor of about 0.55. The linear expression itself gives 0.46 at this loss, so the factor is only rough. The spin waves used above are closer to this second case: their typical thermal wavelength, $2\pi\sqrt{D/k_BT}\simeq2.5$ nm, is about ten lattice spacings, so near neighbours tilt almost together. Either reduction of $K$ is larger than the 8 percent lattice correction. In the independent case, a continuum estimate made with the reduced moment falls by the same factor, and the ratio 1.078 survives.

The point-dipole model also leaves out the spatial spread and non-spherical shape of the atomic moment density, whose effect is not estimated here. The remaining figures are in the numerical output.

## Table of computed values

```
LATTICE SUM (dimensionless)
L=1: sum 5.41421, tail 3.77124, correction -0.17459, S 9.01086
L=2: sum 6.80653, tail 2.26274, correction -0.03771, S 9.03156
L=3: sum 7.43072, tail 1.61624, correction -0.01374, S 9.03322
S, reciprocal series: 9.033622
S, direct sum extrapolated: 9.033622
ENERGIES PER ATOM (units of e0)
perpendicular S/2: 4.5168
in plane -S/4: -2.2584
difference K: 6.7752
continuum difference, t = a: 6.2832
ratio K/K_c: 1.07831
excess: 7.83 percent
excess from 4 vectors Ga=6.2832: 7.053 percent
excess from 4 vectors Ga=8.8858: 0.738 percent
SIMPLE CUBIC FILMS, excess over continuum
N=1: 7.83 percent
N=2: 3.92 percent
N=4: 1.96 percent
N=10: 0.78 percent
FCC (001) STACKING
monolayer / continuum with t = a/sqrt(2): 0.7625
thick film / continuum, direct sum: 1.0000
EXAMPLE, cobalt-like monolayer (rough inputs)
moment: 1.8 Bohr magnetons; a: 0.25 nm
magnetization M for t = a: 1068 kA/m
e0: 11.13 ueV
perpendicular energy: 50.3 ueV/atom
in-plane energy: -25.1 ueV/atom
K, lattice: 75.4 ueV/atom = 0.1933 mJ/m2
K, continuum: 69.9 ueV/atom = 0.1793 mJ/m2
lattice minus continuum: 5.48 ueV/atom
saturation field, lattice: 1.448 T
saturation field, continuum: 1.343 T
NEGLECTED EFFECTS
fcc layer spacing: 0.177 nm
continuum K with fcc spacing: 98.9 ueV/atom
spin-orbit anisotropy (rough input): 0.1 meV/atom
spin-orbit / dipolar K: 1.3
disc radius: 50 nm; S lost at centre: 0.35 percent
temperature: 300 K; kT: 25.85 meV
stiffness (rough input): 4.0 meV nm2
magnon gap scale: 0.168 meV
thermal magnons per atom: 0.16
moment left at temperature: 0.82 of full value
K factor, square law: 0.67; cube law: 0.55
```
